# Weighted Trajectory Splitting for Deep Implant Tails: Unbiased, Conditionally Efficient

## One level, two chances

Suppose that an implanted ion passes a depth $L$ with probability $a$. Once there, it comes to rest in the deep tail with probability $b$, regardless of how it arrived. The tail probability is $p=ab$. An analogue simulation follows each ion once and scores $Y=1$ if it ends in the tail and $Y=0$ otherwise. Since $Y^2=Y$, its variance per ion is $p-p^2=p(1-p)$. With $n$ ions the relative standard error is $\sqrt{(1-p)/(np)}$, so a rare tail needs many more than $1/p$ ions.

If $a$ is small, most of that work is spent on ions that never pass $L$. A remedy is to replace each ion that does pass by $R$ independent copies. If every copy counted as a whole ion, the mean score would be $aRb=Rp$, which is wrong by the factor $R$. Each copy must therefore carry weight $1/R$.

Let $X$ be the total weight that one source ion delivers to the tail. Given passage, $X$ is the average of $R$ independent zero-or-one scores, with mean $b$ and variance $b(1-b)/R$. Hence
$$E[X]=ab,\qquad E[X^2]=a\left[b^2+\frac{b(1-b)}R\right],$$
and subtraction of $a^2b^2$ gives
$$\operatorname{Var}X=a(1-a)b^2+\frac{ab(1-b)}R .$$
The second term falls with $R$. The first does not: it comes from the uncertainty of reaching $L$ at all, which later copying cannot repair.

Copies also cost time. Let an ion make $t$ free flights before its fate at $L$ is decided, and let each copy make $t$ more. The cost is $t(1+Ra)$. Take $a=b=\varepsilon$ and $R=1/\varepsilon$, assumed to be an integer. Then the variance is $2\varepsilon^3(1-\varepsilon)$ and the cost $2t$, against $\varepsilon^2(1-\varepsilon^2)$ and $t(1+\varepsilon)$ for the analogue run. Variance at fixed total cost is proportional to variance per source ion times cost per source ion, so the equal-cost gain is
$$G=\frac{\varepsilon^2(1-\varepsilon^2)(1+\varepsilon)}{4\varepsilon^3(1-\varepsilon)}=\frac{(1+\varepsilon)^2}{4\varepsilon}.$$
It grows as $1/(4\varepsilon)$ for a rare tail and, if $R$ is treated as a real number, tends to 1 when $\varepsilon\to1$. If instead $R\to\infty$ at fixed $\varepsilon$, the variance reaches its floor while the cost diverges, and $G\to0$. Splitting is thus unbiased for any $R$, but it is efficient only for suitable $R$.

## Several levels and unequal ions

This case is too simple in two ways. For a very rare tail, several levels can gain more than one, and ions arriving at the same depth have different energies and directions. Let $x$ be the state of a moving ion, here its energy, depth and direction. In a real crystal, its lateral position in the channel belongs to the state as well. Assume that the next flight depends on the past only through $x$, and that different ions do not influence one another. The second assumption excludes damage built up by earlier ions.

Fix levels $L_1<\dots<L_K<T$ and integers $R_k\ge1$ before the run; the tail is the region at depth $T$ or more. An ion counts as having passed $L_k$ once a flight ends at depth $L_k$ or more. For simplicity, one flight passes at most one level and cannot lead from above $L_K$ directly into the tail. The rules are:

1. Move the ion by one flight and subtract the energy loss.
2. If it has left through the surface, discard it. If it has stopped, add its weight to the depth bin where it lies.
3. Otherwise draw its new direction.
4. If it has passed $L_k$ for the first time, replace it by $R_k$ copies with weight $w/R_k$ each, where $w$ is its present weight. Continue each copy with its own random numbers.

Each copy inherits a record of the deepest level passed. Without this record, an ion that turned back and crossed $L_k$ again would be split again. That would still be unbiased if the weight were divided again, but it would be a different scheme, to which the cost and variance formulas below do not apply.

## Why the mean is unchanged

Define $h(x)=E[Y\mid x]$, the chance that an analogue ion now in state $x$ ends in the tail. Let $Z_k(x)$ be the total tail score produced by an ion that has just become a copy at level $k$, in units of its own weight. Level $0$ denotes the source.

After the last level there is no further splitting, so $E[Z_K(x)]=h(x)$. Suppose that the corresponding statement holds at level $k+1$. An ion starting at level $k$ either ends its history before passing the next level or enters that level in some state $x'$. In the second case its score is
$$Z_k=\frac1{R_{k+1}}\sum_{i=1}^{R_{k+1}}Z_{k+1}^{(i)}(x'),$$
whose mean, given $x'$, is $R_{k+1}h(x')/R_{k+1}=h(x')$. Write $h_{\rm end}$ for $h(x')$ if the next level is entered, and for the final score $Y$ if the history ends first. Then
$$E[Z_k(x)]=E[h_{\rm end}\mid x]=h(x).$$
The last equality says that averaging the later chance of success over the intermediate outcomes gives the earlier chance. Induction down to the source gives $E[X]=p$.

Nothing in this argument used the position of the tail. If $Y$ is replaced by the indicator of any depth bin, the same induction shows that the bin is unbiased. It did use factors fixed in advance. If they are adjusted during a run according to its own scores, this proof no longer covers the estimate.

## Where the variance arises

Call the part of a history between entry at $L_k$ and the next entry, or the end, segment $k$. Let $1_k$ equal 1 if an analogue ion enters segment $k$ and 0 otherwise, and let $x_k$ be its entry state. Define the analogue variance that arises in this segment:
$$v_k=E\!\left[1_k\operatorname{Var}(h_{\rm end}\mid x_k)\right].$$

Let $S_k(x)$ be the variance of $Z_k(x)$. The total variance is the variance of the conditional mean plus the mean of the conditional variance, where the condition is how segment $k$ ended. The conditional mean is $h_{\rm end}$. The conditional variance is $S_{k+1}(x')/R_{k+1}$ if the next level is entered, because an average of $R_{k+1}$ independent scores is taken, and zero otherwise. Multiplying by $1_k$ and averaging over analogue entry states gives
$$E[1_kS_k]=v_k+\frac1{R_{k+1}}E[1_{k+1}S_{k+1}],$$
and $E[1_KS_K]=v_K$. With $N_0=1$ and $N_k=R_1R_2\cdots R_k$, repeated substitution from the source yields
$$V=\sum_{k=0}^K\frac{v_k}{N_k}.$$
For $R_k=1$ everywhere this must be the analogue variance, so $\sum_kv_k=p(1-p)$. Every $v_k$ is nonnegative and every $N_k\ge1$; therefore $V\le p(1-p)$ per source ion.

Let $c_k$ be the mean number of analogue flights made in segment $k$, counting zero for ions that never enter it. Splitting multiplies the expected number of visits to the segment by $N_k$ without changing what each copy does there. The mean cost per source ion is
$$C=\sum_{k=0}^KN_kc_k .$$
Cost here means simulated flights. Copying, storage and random-number overhead are left out.

## When equal cost brings a gain

The gain is $G=(\sum_kv_k)(\sum_kc_k)/(VC)$. To find its condition, multiply out $VC$. The terms with equal indices are $v_ic_i$, as in the analogue product, and cancel in the difference. For $i<j$, put $g=N_j/N_i$. The remaining pair contributes
$$v_ic_j(g-1)+v_jc_i\left(\frac1g-1\right)
=(g-1)\left(v_ic_j-\frac{v_jc_i}{g}\right).$$
Assume $v_k,c_k>0$ and define $r_k=v_k/c_k$, the variance arising per flight. The last bracket is $c_ic_j(r_i-r_j/g)$. It is not positive if $g\le r_j/r_i$. Hence
$$1\le R_k\le\rho_k,\qquad \rho_k=\frac{r_k}{r_{k-1}},$$
for every level is sufficient for $G\ge1$: multiplying neighbouring bounds gives the bound for each pair. If one $R_k$ lies strictly inside its interval, the pair $(k-1,k)$ is strictly negative and $G>1$.

With one level there is one pair, so $1<R_1<\rho_1$ is also necessary for a gain. With several levels it is not: if one factor sits at its upper bound while another gives a strict gain, the first can be raised slightly without losing that gain. This statement treats the factors as real numbers; the sampling scheme needs integers.

The best factors follow from the Cauchy–Schwarz inequality,
$$VC=\left(\sum_k\frac{v_k}{N_k}\right)\left(\sum_kN_kc_k\right)\ge\left(\sum_k\sqrt{v_kc_k}\right)^2,$$
with equality when $v_k/N_k$ is proportional to $N_kc_k$. Thus $N_k=\sqrt{r_k/r_0}$ and $R_k=\sqrt{\rho_k}$, before rounding and provided that these factors are at least 1.

There is a limit in which no choice helps. Suppose that an ion's fate is settled before $L_1$, for instance by whether it enters a channel that it never leaves, so that $h$ at the first entry is either 0 or 1. Then $v_0=p(1-p)$ and all later $v_k$ vanish. Splitting adds cost and removes no variance. Depth levels help only if chance still acts beyond them.

## Finding the factors

The function $h$ is not known in a production problem, but a separate pilot run can estimate what is needed. Let $H_k=E[1_kh(x_k)^2]$, with $H_0=p^2$. At an entry state, start two independent continuations with total scores $Z$ and $Z'$. Given $x_k$, independence implies
$$E[ZZ'\mid x_k]=E[Z\mid x_k]\,E[Z'\mid x_k]=h(x_k)^2,$$
so their product estimates $h^2$ without bias. The continuations may themselves be split, with provisional factors, to obtain enough scores.

Because $E[h_{\rm end}\mid x_k]=h(x_k)$, the conditional variance is $E[h_{\rm end}^2\mid x_k]-h(x_k)^2$. A history that ends before $L_K$ is passed scores zero. Therefore $v_k=H_{k+1}-H_k$ for $k<K$, and $v_K=p-H_K$, since $Y^2=Y$. The pilot run also counts the flights for $c_k$. If the pilot run is itself split, each flight must be counted with the current weight of its ion, and each entry with the weight on arrival, before the new copies are made.

## A channelling model

A model with round parameters, representing no particular material, shows the sizes involved. Ions of 20 keV start at the surface in the channelled direction. Each flight is 5 nm. Its direction cosine with the inward normal is 1 for channelled motion, $1/2$ for oblique inward motion and $-1/2$ for outward motion. A channelled flight costs 0.5 keV. An oblique flight in either sense costs 0.5, 1 or 2 keV with probabilities 0.3, 0.3 and 0.4.

At remaining energy $E$, a channelled ion leaves its channel with probability $d=\min(0.9,\,0.2\sqrt{E_0/E})$, where $E_0$ is the initial energy; nine tenths of these events lead inward and one tenth outward. An inward oblique ion next becomes channelled, stays inward or turns outward with probabilities 0.05, 0.75 and 0.20. An outward ion turns inward with probability 0.30 and otherwise stays outward. An ion stops when no energy is left.

Energy falls on every flight, so the probabilities can be summed over all states in a finite sweep, without sampling. This gives $p=1.533\times10^{-4}$ for stopping at 160 nm or deeper, against a mean depth of 43 nm for the stopped ions. The reference is free of sampling error for this model; it says nothing about the model's fidelity to a crystal.

With levels at 30, 60, 90, 120 and 140 nm, the values of $\sqrt{\rho_k}$ are 2.62, 4.57, 6.45, 6.498 and 3.54. Rounded, the factors are 3, 5, 6, 6 and 4, so $N_5=2160$. In units of $10^{-7}$ the variance is
$$V=0.646+0.974+1.064+1.279+0.845+0.436=5.244,$$
and the flights per source ion are
$$C=10.34+20.44+26.77+27.83+15.68+10.36=111.42 .$$
Neither variance nor work is concentrated in one segment. The analogue values are $1.533\times10^{-4}$ and 19.285 flights, so
$$G=\frac{1.533\times10^{-4}\times19.285}{5.244\times10^{-7}\times111.42}\approx50.6 .$$
The variance per source ion falls by a factor of 292 and the cost rises by 5.78. Real-valued optimal factors would give 50.8, so rounding loses little here.

It is tempting to choose $R_k$ as the inverse of the chance of getting from one level to the next. In the opening example this was the best choice, but only because its two stages had equal chances and equal lengths. For general $a$ and $b$ that example has $v_0=a(1-a)b^2$, $v_1=ab(1-b)$, $c_0=t$ and $c_1=at$, so that
$$\sqrt{\rho_1}=\sqrt{\frac{1-b}{ab(1-a)}},$$
which equals $1/a$ only if $a=b$. The best factor thus depends also on what happens beyond the level. In the present model the chance of entering the first level is $\pi_1=0.711$, whose inverse is 1.41, not 2.62. The penalty is moderate here: if every $R_k$ is the inverse of the chance of reaching $L_k$ from the level before, the segment values give $G\approx42.6$ instead of 50.8, with real-valued factors in both cases.

The model differs from the opening example in another way: ions entering a level are not equivalent. If $h$ were the same for all first entries, it would be $p/\pi_1$, and $v_0$ would be
$$\pi_1(p/\pi_1)^2-p^2=p^2(1/\pi_1-1)=9.6\times10^{-9}.$$
The actual $v_0=6.46\times10^{-8}$ exceeds this by $5.50\times10^{-8}$, which is $\pi_1$ times the variance of $h$ among entering ions. Its standard deviation is therefore $2.8\times10^{-4}$, larger than its mean of $2.2\times10^{-4}$. Equal depth does not mean equal promise.

## Two ways to lose

With 100-fold splitting at all five levels, $N_5=10^{10}$. The last segment alone costs $10^{10}\times4.80\times10^{-3}=4.80\times10^7$ flights per source ion, while the variance cannot fall below $v_0$. Thus $VC$ exceeds $6.46\times10^{-8}\times4.80\times10^7=3.10$, compared with $2.96\times10^{-3}$ for the analogue run. The gain must be below $9.6\times10^{-4}$; its computed value is $8.5\times10^{-4}$.

The second loss occurs when the deep-tail factors are used to estimate the fraction stopping at depths of less than 20 nm. The gain is 0.199. Extra cost alone would give $1/5.78=0.173$, so the variance falls by a factor of only $0.199/0.173=1.15$. Of the 92.1 added flights per source ion, 78.5 are made after the first passage of 60 nm. A return from there to less than 20 nm takes at least 17 outward flights, which cost 1.25 keV each on average, while at most 14 keV remain. Most of the added flights therefore follow ions that matter little to this tally.

## Error bars and the sampled profile

Copies with a common ancestor share its early luck. For one family, the squared score is
$$X^2=\sum_iw_i^2+\sum_{i\ne j}w_iw_j,$$
where the sums run over its copies in the tail. Treating copies as independent counts keeps the first sum alone. The neglected cross terms are nonnegative, and the estimated error is too small whenever their mean exceeds $p^2$. The independent samples are the source ions with their whole families, including families that score zero.

A run with 40,000 source ions recorded 12,703 tail copies, but from 2,690 families. Each tail copy has weight $1/2160$, hence
$$\hat p=\frac{12703}{2160\times40000}=1.470\times10^{-4}.$$
The family-based standard error is $0.035\times10^{-4}$, and the result lies 1.8 standard errors below the sweep value. The family variance is 7.25 times the naive one, so the naive standard error would be too small by $\sqrt{7.25}=2.7$.

With practically the same number of flights, 4.37 million, the analogue run could follow 226,319 ions. It found 38 in the tail. The predicted standard errors relative to $p$ are 17.0 % for the analogue run and 2.36 % for splitting.

For a dose of $10^{15}\ \mathrm{cm^{-2}}$ and bins of 10 nm, or $10^{-6}$ cm, a bin probability $P$ means a concentration of $10^{21}P\ \mathrm{cm^{-3}}$, provided that the ions remain independent. In a real crystal, damage at such a dose can increase dechannelling and lower the tail, so the concentrations below only rescale the model's probabilities. Between 160 and 170 nm the sweep gives $1.126\times10^{17}\ \mathrm{cm^{-3}}$ and splitting $(1.085\pm0.026)\times10^{17}\ \mathrm{cm^{-3}}$. The analogue value rests on 22 ions, a relative counting error of about 21 %. Between 50 and 60 nm the order is reversed: 25,285 analogue ions give about 0.6 %, while splitting gives 0.8 %. One set of factors does not serve every depth equally well.

The segment formulas were tested against a separate recursion for the second moment. At a split that recursion uses
$$E\!\left[\left(\frac1R\sum_iZ_i\right)^2\right]=\frac{RM_2+R(R-1)M_1^2}{R^2}=\frac{M_2}{R}+\left(1-\frac1R\right)M_1^2,$$
where $M_1$ and $M_2$ are the first and second moments of one copy's score. Twelve random sets of real factors within the sufficient bounds all gave a gain, the smallest being 8.3.

Nineteen profile bins were also compared with the sweep, and all met the test limit of five standard errors. The largest deviation, 3.50, is more than one would expect: for Gaussian errors, a deviation that large somewhere among nineteen bins has a chance of at most about one percent. The output does not identify the bin, and the cause of the deviation was not investigated. The absence of bias rests on the induction above, with the sampled profile as a check of limited sharpness. The numerical output gives the segment values and selected bins.

## Numbers as computed

```
initial energy 20.0 keV, flight 5.0 nm
tail starts at 160 nm; dose 1.0e+15 cm^-2
mean depth of stopped ions 43.16 nm
escaped fraction 0.0921
tail probability, flux sweep 1.5334e-04
segment: start nm, reach prob, v_k, c_k flights, N_k
 0: 0, 1.0000e+00, 6.4610e-08, 1.0343e+01, 1
 1: 30, 7.1055e-01, 2.9219e-07, 6.8142e+00, 3
 2: 60, 2.3875e-01, 1.5961e-06, 1.7847e+00, 15
 3: 90, 5.0954e-02, 1.1508e-05, 3.0927e-01, 90
 4: 120, 6.8129e-03, 4.5614e-05, 2.9028e-02, 540
 5: 140, 1.2341e-03, 9.4237e-05, 4.7960e-03, 2160
level: rho_k, sqrt(rho_k), factor R_k used
 1: 6.864, 2.620, 3
 2: 20.858, 4.567, 5
 3: 41.608, 6.450, 6
 4: 42.228, 6.498, 6
 5: 12.504, 3.536, 4
variance per source ion, analogue 1.5331e-04
variance per source ion, split 5.2438e-07
flights per source ion, analogue 19.285
flights per source ion, split 111.424
equal-cost variance gain, computed 50.60
largest gain for these levels, real factors 50.84
smallest gain in 12 random allowed cases 8.30
gain with 100-fold splitting everywhere 8.531e-04
gain for stops shallower than 20 nm: 0.199
split run: 40000 source ions, 4364561 flights
split tail estimate 1.4703e-04 +- 3.5e-06
split sample variance 4.9369e-07 +- 1.8e-08
families scoring in tail 2690
tail copies recorded 12703
family variance / naive copy variance 7.25
analogue run: 226319 ions, 4366851 flights
analogue tail hits 38, estimate 1.6790e-04
predicted relative error, analogue 17.0 %
predicted relative error, split 2.36 %
bin nm: sweep, split +- error (cm^-3), analogue hits, cm^-3
 50-60: 1.109e+20, 1.114e+20 +- 9.2e+17, 25285, 1.117e+20
 110-120: 6.939e+18, 6.774e+18 +- 9.3e+16, 1552, 6.858e+18
 160-170: 1.126e+17, 1.085e+17 +- 2.6e+15, 22, 9.721e+16
bins checked 19, largest deviation 3.50 standard errors
```
